# The singular-value threshold in matrix elements between nonorthogonal determinants

## Definitions and the setting

Two \(n\)-electron determinants are built from spin orbitals \(a_i\) and \(b_j\). Each set is orthonormal in itself, but the sets are not orthogonal to each other:

\[
\Phi_a=\frac{1}{\sqrt{n!}}\sum_\pi \mathrm{sgn}(\pi)\prod_{e=1}^n a_{\pi(e)}(x_e),\qquad
S_{ij}=\langle a_i|b_j\rangle ,\qquad F_{ij}=\langle a_i|f|b_j\rangle .
\]

Here \(e\) labels electrons, and \(\hat F=\sum_e f(e)\) is a one-electron operator such as the dipole or the core Hamiltonian. The quantities wanted are \(\langle\Phi_a|\Phi_b\rangle\) and \(\langle\Phi_a|\hat F|\Phi_b\rangle\). They arise in electron transfer, where \(\Phi_a\) has the charge on the donor and \(\Phi_b\) has it on the acceptor, each with its own orbitals.

The singular value decomposition is \(S=U\Sigma V^\dagger\), with \(U,V\) unitary and \(\Sigma=\mathrm{diag}(s_1,\dots,s_n)\), \(s_i\ge 0\). Also \(s_i\le 1\): for a unit vector \(c\), \(Sc\) holds the components of the normalized orbital \(\sum_j b_jc_j\) along the \(a_i\), and a projection cannot lengthen a vector.

The setting discussed here is a threshold \(\tau\): a singular value below \(\tau\) is treated as zero, and the formula is switched accordingly. The analysis shows what this switch costs and how to do without it.

## From determinants to corresponding orbitals

**Column replacement.** Inserting the definitions gives

\[
\langle\Phi_a|\Phi_b\rangle=\frac1{n!}\sum_{\pi,\sigma}\mathrm{sgn}(\pi)\,\mathrm{sgn}(\sigma)\prod_e S_{\pi(e)\sigma(e)} .
\]

Label each factor by \(j=\sigma(e)\) and set \(\rho=\pi\sigma^{-1}\), so that \(\mathrm{sgn}(\rho)=\mathrm{sgn}(\pi)\,\mathrm{sgn}(\sigma)\). Each of the \(n!\) choices of \(\sigma\) gives the same sum over \(\rho\), which cancels the prefactor:

\[
\langle\Phi_a|\Phi_b\rangle=\sum_\rho\mathrm{sgn}(\rho)\prod_j S_{\rho(j)j}=\det S .
\]

With \(f\) acting on electron \(e\), the factor in column \(j=\sigma(e)\) becomes an element of \(F\). As \(e\) runs over the electrons, \(j\) runs over the columns, so

\[
\langle\Phi_a|\hat F|\Phi_b\rangle=\sum_{j=1}^n\det\big(S\text{ with column }j\text{ replaced by column }j\text{ of }F\big).
\tag{1}
\]

Nothing here requires \(S\) to be invertible.

**Rotation.** Define the corresponding orbitals

\[
\tilde a_i=\sum_k a_kU_{ki},\qquad \tilde b_i=\sum_k b_kV_{ki}.
\]

Their overlap matrix is \(U^\dagger SV=\Sigma\), so each \(\tilde a_i\) overlaps at most with its partner \(\tilde b_i\). The operator matrix becomes \(\tilde f=U^\dagger FV\).

The determinant of a matrix product is the product of determinants, so \(\Phi_{\tilde a}=\det U\,\Phi_a\) and \(\Phi_{\tilde b}=\det V\,\Phi_b\). Hence

\[
\langle\Phi_{\tilde a}|\hat F|\Phi_{\tilde b}\rangle=(\det U)^*\det V\,\langle\Phi_a|\hat F|\Phi_b\rangle .
\]

Both determinants have modulus one. Multiplying by \(p=\det U\,(\det V)^*=\det U\det V^\dagger\) restores the original element. For real orbitals \(p=\pm1\). It must be kept. Since \(\det S=p\prod_is_i\) and the \(s_i\) are never negative, \(p\) is the phase (for real orbitals the sign) of \(\det S\) when no \(s_i\) vanishes. When \(s_k=0\), column \(k\) of \(U\) and column \(k\) of \(V\) can change phase independently; \(\tilde f_{kk}\) then changes phase, and \(p\) compensates.

**Evaluation.** Apply (1) to the diagonal matrix \(\Sigma\) with column \(i\) replaced by column \(i\) of \(\tilde f\). Every other column \(j\) has its one possible nonzero entry, \(s_j\), in row \(j\). This leaves row \(i\) for column \(i\), so off-diagonal elements of \(\tilde f\) drop out:

\[
\boxed{\;\langle\Phi_a|\Phi_b\rangle=p\prod_i s_i,\qquad
\langle\Phi_a|\hat F|\Phi_b\rangle=p\sum_i P_i\tilde f_{ii},\qquad P_i=\prod_{j\ne i}s_j\;}
\tag{2}
\]

If \(f\) does not act on spin and each orbital has a definite spin, \(S\) is block diagonal. One decomposes the two spin blocks separately, joins the two lists of \(s_i\) and \(\tilde f_{ii}\), and multiplies the two phases.

## What zero, one and two vanishing values mean

**No zero.** Then \(P_i=\prod_js_j/s_i\), and (2) can be written as

\[
\langle\Phi_a|\hat F|\Phi_b\rangle=\langle\Phi_a|\Phi_b\rangle\sum_i\frac{\tilde f_{ii}}{s_i}.
\tag{3}
\]

For identical determinants all \(s_i=1\), and this is the usual expectation value.

**One zero, \(s_k=0\).** The overlap vanishes. Every \(P_i\) with \(i\neq k\) contains \(s_k\), so one term is left:

\[
\langle\Phi_a|\hat F|\Phi_b\rangle=pP_k\tilde f_{kk}.
\tag{4}
\]

One electron makes the transition \(\tilde b_k\to\tilde a_k\), and the others contribute their overlaps. Form (3) would read \(0\times\infty\) for this finite number.

**Two or more zeros.** Every \(P_i\) contains at least one zero, so all one-electron elements vanish. A one-electron operator can repair one mismatched pair, not two.

Two-electron operators can still connect the states. Take \(\hat F^2=\sum_ef^2(e)+\sum_{e\ne e'}f(e)f(e')\). The first part is a one-electron operator and gives zero. In the second, two columns are replaced, and the argument behind (2) leaves a \(2\times2\) determinant multiplied by the other singular values. If just \(s_k\) and \(s_l\) vanish, the ordered pairs \((k,l)\) and \((l,k)\) survive and contribute equally:

\[
\langle\Phi_a|\hat F^2|\Phi_b\rangle=2p\,(\tilde f_{kk}\tilde f_{ll}-\tilde f_{kl}\tilde f_{lk})\prod_{j\ne k,l}s_j .
\tag{5}
\]

A vanishing core-Hamiltonian element therefore does not show that the full electronic coupling vanishes.

**Zeros forced by symmetry.** Let the bra contain \(n_\Gamma\) orbitals of symmetry \(\Gamma\) and the ket \(n'_\Gamma\). Then \(S\) consists of blocks of size \(n_\Gamma\times n'_\Gamma\), and its rank is at most \(\sum_\Gamma\min(n_\Gamma,n'_\Gamma)\). At least \(n-\sum_\Gamma\min(n_\Gamma,n'_\Gamma)\) singular values vanish. Such zeros persist at every geometry that keeps the symmetry.

## Evaluation without division

The products \(P_i\) follow from two running products:

\[
L_1=1,\quad L_{i+1}=L_is_i;\qquad R_n=1,\quad R_{i-1}=R_is_i;\qquad P_i=L_iR_i .
\]

\(L_i\) collects the values before \(i\), and \(R_i\) those after it. For \(s=(0.9,\,0.7,\,0.5,\,0)\),

\[
L=(1,\,0.9,\,0.63,\,0.315),\qquad R=(0,\,0,\,0,\,1),\qquad P=(0,\,0,\,0,\,0.315),
\]

which is the one-zero rule, obtained without asking whether a value is zero. The procedure is:

1. Form \(S\) and \(F\) for each spin.
2. Decompose \(S\), and compute \(p\) and the diagonal of \(U^\dagger FV\).
3. Join the spins, form \(P_i\), and sum as in (2).

The running products take a number of operations proportional to \(n\), against \(n^3\) for the decomposition, so avoiding the division costs practically nothing.

When many operators are needed, a transition density saves work. In an orthonormal basis with \(\hat F=\sum_{qr}f_{qr}c_q^\dagger c_r\), one has \(\tilde f_{ii}=\sum_{qr}\tilde a_{qi}^*f_{qr}\tilde b_{ri}\), where \(\tilde a_{qi}\) and \(\tilde b_{ri}\) are orbital coefficients. Since (2) holds for any \(f\), the coefficients of \(f_{qr}\) can be compared:

\[
\langle\Phi_a|c_q^\dagger c_r|\Phi_b\rangle=p\sum_iP_i\,\tilde a_{qi}^*\tilde b_{ri}.
\]

The corresponding orbitals are linearly independent within each set, so the rank of this matrix is the number of nonzero \(P_i\): \(n\), 1 or 0 for no, one, or at least two zeros.

The numerical check compares these rules with determinants built from explicit creation operators.

## What a finite threshold costs

Suppose one value, \(s_k<\tau\), is small but not zero, and the program switches to (4). Subtracting (4) from (2) gives the part that is lost:

\[
\Delta=p\,s_k\sum_{i\ne k}\tilde f_{ii}\prod_{j\ne i,k}s_j,\qquad
|\Delta|\le s_k\sum_{i\neq k}|\tilde f_{ii}| .
\tag{6}
\]

The bound uses \(s_j\le1\). In a four-electron model with other singular values 0.9, 0.7 and 0.5, this absolute error is \(7.36\times10^{-3}\) for \(s_k=10^{-2}\) and \(7.36\times10^{-4}\) for \(s_k=10^{-3}\), in the units of the dimensionless operator. It is linear in \(s_k\), as (6) requires when the other singular values and the \(\tilde f_{ii}\) with \(i\ne k\) are held fixed, which is the case in this model.

**The sum can be large.** It runs over all the other electrons, core electrons included. If \(\sum_{i\ne k}|\tilde f_{ii}|\) is 600 hartree, an illustrative size, then (6) guarantees an absolute error below \(10^{-6}\) hartree if \(\tau\le10^{-6}/600\approx1.7\times10^{-9}\).

**The relative error need not be small.** Take the number operator, \(f=1\). Then \(F=S\), \(\tilde f_{ii}=s_i\), and each of the \(n\) terms in (2) equals \(p\prod_js_j\), so the element is \(n\langle\Phi_a|\Phi_b\rangle\), as it must be. Rule (4) keeps one of these terms. The fraction \((n-1)/n\) of the element is lost however small \(s_k\) is, because the retained \(\tilde f_{kk}\) is itself proportional to \(s_k\).

This matters for electron transfer. The pair that carries the transferred electron has an overlap that tends to zero as the fragments separate, and the wanted element may fall with it.

**Shift invariance is lost.** Adding a constant \(c\) to \(f\) should change the element by \(nc\langle\Phi_a|\Phi_b\rangle\). A coupling of the form \(F_{ab}-\langle\Phi_a|\Phi_b\rangle(F_{aa}+F_{bb})/2\), where \(F_{ab}\) now denotes the element between determinants, is then independent of \(c\), since \(F_{aa}\) and \(F_{bb}\) each change by \(nc\). With the switch, the overlap is set to zero while (4) changes by \(c\,p\prod_js_j\). The cancellation fails.

**Curves acquire steps.** If \(s_k\) crosses \(\tau\) as the geometry changes, the computed element jumps by \(\Delta\). The true element is a polynomial in the entries of \(S\) and \(F\) by (1), so it is continuous wherever they are.

**Two small values.** If \(s_k\) and \(s_l\) both lie below \(\tau\) and the element is set to zero, the terms \(i=k\) and \(i=l\) of (2) are lost:

\[
p\,(s_l\tilde f_{kk}+s_k\tilde f_{ll})\prod_{j\ne k,l}s_j .
\]

This error is again of first order in the small values; the remaining lost terms are of second order.

## Worked example: an electron moving between two magnesium atoms

The system is Mg and Mg\(^+\) at 5.0 Å (9.449 bohr), on the \(z\) axis with the origin at the midpoint. The orbitals come from separate fragments: restricted Hartree–Fock for Mg and restricted open-shell Hartree–Fock for Mg\(^+\), both in the 6-31G basis. There are 12 \(\alpha\) and 11 \(\beta\) electrons.

Fragment orbitals on different atoms overlap, so those within each determinant are orthonormalized symmetrically. This leaves their span unchanged and normalizes the determinant. The example leaves out orbital relaxation in the pair and electron correlation, and the basis is small. The digits below belong to 6-31G and are not converged. In aug-cc-pVQZ the D–A quantities defined below change by about 7 %: the overlap from \(-0.0773\) to \(-0.0827\), the smallest \(\beta\) singular value from 0.079 to 0.085, the core-Hamiltonian element from 45.1 to 48.3 hartree and its kinetic part from \(-30.80\) to \(-32.95\) hartree. The position sum in D moves from \(-4.729\) to \(-4.731\) bohr.

The bra is D: Mg(3s²) on the left, Mg\(^+\)(3s\(\alpha\)) on the right. The kets are:

- A: the two charge states exchanged.
- X: as A, but with the ion's outer electron in 3p\(_x\).
- Y: as A, but with neutral Mg in the configuration 3p\(_x^2\).

The 3p\(_x\) orbitals are the lowest unoccupied p\(_x\) orbitals of the ground-state Fock operators of Mg\(^+\) and Mg. They are not optimized for X or Y, so the D–X and D–Y values below belong to this choice of orbital and serve to illustrate the rules. They also depend on the basis. The D–X element rises from 0.1575 bohr in 6-31G to 0.169 bohr in aug-cc-pVQZ. The D–Y element, which uses an unoccupied orbital of neutral Mg, does not settle: 0.73 bohr\(^2\) in 6-31G, 0.99 in cc-pVQZ and 0.49 in aug-cc-pVQZ.

**D–A, no zero.** The products of singular values are 0.97301 for \(\alpha\) and 0.079457 for \(\beta\). The smallest \(\beta\) value is 0.07946 and the next is 0.999995, so a single \(\beta\) pair, that of the transferred electron, accounts for the small overlap:

\[
|\langle D|A\rangle|=0.97301\times0.079457=0.07731 .
\]

The computed overlap is \(-0.07731\). Its sign reflects the orbital order: left-atom orbitals come first, and on each atom the five core orbitals precede the valence orbital. In the \(\beta\) list of D, the 3s orbital therefore stands before the five core orbitals of the right atom; in A, it stands after them. Moving it past five orbitals gives \((-1)^5=-1\). With matched ordering the overlap would be \(+0.07731\), and all D–A elements would change sign with it.

The number-operator element is \(-1.77818\), and its ratio to the overlap is 23.000, the number of electrons. A threshold of 0.1 would have replaced the overlap by zero and this element by \(-0.0773\), losing 22/23 of it.

For the core Hamiltonian

\[
f=-\frac{\hbar^2}{2m}\nabla^2-\sum_I\frac{Z_Ie^2}{|\mathbf r-\mathbf R_I|},
\]

with nuclear charges \(Z_Ie\) at \(\mathbf R_I\), the D–A element is 45.14 hartree, of which \(-30.80\) hartree is kinetic. This is not the electron-transfer coupling: it lacks the electron repulsion, and the part proportional to the overlap has not been removed.

The position sum \(\sum_ez_e\) is \(\mp4.729\) bohr in D and A. Without overlap between the fragments it would be \(12(-R/2)+11(R/2)=-R/2=-4.724\) bohr in D, because each fragment's electrons are centred on its nucleus. The small excess therefore comes from the overlap, through the orthonormalization.

The D–A element of this operator vanishes. Reflection in the midplane exchanges D and A, up to a sign common to both exchanges, and reverses \(z\), so the real element equals minus itself. With diagonal elements \(\mp d\) and \(s=\langle D|A\rangle\), the position eigenvalues \(\lambda\) in this two-state space obey

\[
(-d-\lambda)(d-\lambda)-\lambda^2s^2=0\quad\Rightarrow\quad
\lambda=\pm\frac{d}{\sqrt{1-s^2}}=\pm\frac{4.729}{\sqrt{1-0.0773^2}}=\pm4.743\ \text{bohr}.
\]

**D–X, one zero.** Under \(x\to-x\), the \(\alpha\) orbitals of D comprise 10 even and 2 odd ones, and those of X comprise 9 even and 3 odd ones. The rank is at most \(9+2=11\), so at least one of the 12 values vanishes. The next smallest is 0.987, so there is just one zero. The nonzero values of both spins multiply to 0.07840, and the unmatched pair has \(|\tilde x_{kk}|=2.009\) bohr:

\[
\Big|\langle D|\sum_e x_e|X\rangle\Big|=0.07840\times2.009=0.1575\ \text{bohr}.
\]

The transition dipole is \(0.1575\,e\,\)bohr, or 0.400 debye. It is small because the \(\beta\) electron must still change atoms, which supplies the factor 0.079. The overlap alone would have suggested no connection between D and X.

**D–Y, one zero in each spin.** The overlap and the elements of \(\sum_ex_e\) and the core Hamiltonian all vanish to within \(10^{-6}\) atomic units. The square of \(\sum_ex_e\) does not. The two unmatched pairs have opposite spin, so the cross terms in (5) vanish:

\[
\Big|\langle D|\Big(\sum_ex_e\Big)^2|Y\rangle\Big|=2\times0.98649\times1.6119\times0.22906=0.728\ \text{bohr}^2 .
\]

## Choosing the setting

**If the program uses running products, set the threshold to zero.** Formula (2) then covers every case. A value that should vanish may emerge from the decomposition as a number of the order of the rounding error; for one such value, (6) bounds its effect by that number times \(\sum_{i\ne k}|\tilde f_{ii}|\), which adds to the ordinary rounding error of the remaining term.

**If the program divides as in (3), use the smallest threshold that catches values stored as zero.** A tiny nonzero \(s_k\) is harmless in itself: the same stored number enters the product and is divided out again, with a relative error of the order of rounding as long as the product does not underflow. This requires the overlap in (3) to be formed as \(p\prod_js_j\) from the same stored values. If \(\det S\) is computed separately and \(s_k\) is at the level of rounding, the two tiny numbers differ, and the error can be as large as the element itself. The division fails for a stored zero.

**If a larger threshold cannot be avoided, keep it well below the smallest singular value that carries physics.** In the example that value is 0.079 at 5 Å, and it tends to zero with separation. A threshold suitable at one distance may therefore trigger the switch at another and discard most of the element, as the loss of 22/23 of the number-operator element shows. Two checks help: print the smallest singular values along the path, and compare the number-operator element with \(n\det S\), where \(\det S\) is evaluated directly and not through the switch, since the switched overlap is zero exactly where the check is needed.

**Use a threshold freely for labelling.** Counting values below \(\tau\) tells how many pairs are unmatched at that threshold and geometry. The count does not separate zeros forced by symmetry from small overlaps: with \(\tau=0.1\), D–X is counted as two because of the \(\beta\) value 0.079, although its dipole element does not vanish. That count can be reported without entering the arithmetic.

## Computed results

```
Model: 4 electrons, 8 spin orbitals, dimensionless operator
 s = [0.9, 0.7, 0.5, 0.3]: |overlap| = 0.094500, |element| = 0.287378
   Fock space: 0.094500, 0.287378; transition-density rank 4
 s = [0.9, 0.7, 0.5, 0.0]: |overlap| = 0.000000, |element| = 0.420231
   Fock space: 0.000000, 0.420231; transition-density rank 1
 s = [0.9, 0.7, 0.0, 0.0]: |overlap| = 0.000000, |element| = 0.000000
   Fock space: 0.000000, 0.000000; transition-density rank 0
 two zeros, |element of F squared|: rule 4.530317, Fock space 4.530317
 smallest s = 1e-02 declared zero: error 7.362e-03
 smallest s = 1e-03 declared zero: error 7.362e-04
Mg + Mg+, HF fragments, 6-31g, distance 5.0 angstrom = 9.4486 bohr
 electrons: 23 (12 alpha, 11 beta)
 HF energies: Mg -199.595219, Mg+ -199.352107 hartree
D-A (no zero):
 smallest s: alpha 0.983247, beta 0.079459
 next smallest beta s: 0.999995
 product of s: alpha 0.973009, beta 0.079457
 overlap S_DA = -0.077312
 number-operator element = -1.778182, ratio to S_DA = 23.000000
 kinetic-energy element = -30.804397 hartree
 core-Hamiltonian element = 45.135958 hartree
 sum of z: D -4.72876, A 4.72876 bohr; |D-A element| < 1e-6 bohr
 difference A - D = 9.45753 bohr
 position eigenvalues in the D,A space: -4.74296, 4.74296 bohr
D-X (one zero, alpha):
 smallest alpha s below 1e-8: True; next 0.986682; smallest beta s 0.079459
 product of the nonzero s = 0.078397
 |x element of the zero pair| = 2.009286 bohr
 |element of sum x| = 0.157521 bohr
 |transition dipole| = 0.157521 e*bohr = 0.400379 debye
D-Y (two zeros, one per spin):
 overlap, sum x and core-Hamiltonian elements: all below 1e-6 a.u.
 product of the nonzero s = 0.986488
 |x of zero pairs|: alpha 1.611871, beta 0.229055 bohr
 |element of (sum x)^2|: rule 0.728436, finite difference 0.728435 bohr^2
```
